\section*{Implicit Integration of Stiff Electron, Hole and Trap Rate Equations}

\section{What a large step does to a trap}

A light flash creates $10^{15}$ electron--hole pairs per cm$^3$ in p-type silicon that contains $10^{12}$ traps per cm$^3$. The traps fill within nanoseconds, while the electrons take about a hundred microseconds to disappear. One would like steps suited to the slow process. Filling the traps takes up only a thousandth of the electrons, and recombination removes about another 1\% during the first microsecond. With the carrier densities therefore held fixed, the filled fraction $f$ obeys
\begin{equation}
\frac{df}{dt}=\lambda(f_\infty-f),\qquad \lambda=8.12\times10^{8}\ \mathrm{s^{-1}},\quad f_\infty=0.985 .
\end{equation}
Start from $f=0.0012$ and take $h=1\ \mu$s, so that $\lambda h=812$. The explicit Euler rule gives
\[
f+\lambda h(f_\infty-f)=0.0012+812\times0.984\approx 799 .
\]
The trapezoidal rule is stable for every $h$, but it multiplies the deviation $f-f_\infty$ by $(1-\lambda h/2)/(1+\lambda h/2)=-0.995$ and returns $f=1.96$. Neither number can be an occupancy. An occupancy above one makes the density of empty traps negative, and capture then creates carriers.

Backward Euler multiplies the same deviation by $1/(1+\lambda h)$, which lies between zero and one. For the full nonlinear equations, too, backward Euler has exactly one solution with the occupancy between zero and one, for every step size.

\section{Rate equations, charge and equilibrium}

Let $n$ and $p$ be the electron and hole densities and $N_t$ the density of a single trap level. The sample is uniform, closed, dark and non-degenerate, and the capture coefficients $c_n,c_p$ are constant. Empty traps capture electrons at the rate $c_n nN_t(1-f)$; filled traps emit them at a rate proportional to $N_tf$, written $c_n n_1N_tf$. Holes are captured by filled traps and emitted by empty ones. The net capture rates are
\begin{align}
R_n&=c_nN_t\,[\,n(1-f)-n_1f\,], &
R_p&=c_pN_t\,[\,pf-p_1(1-f)\,],
\end{align}
and
\begin{equation}
\frac{dn}{dt}=-R_n,\qquad \frac{dp}{dt}=-R_p,\qquad N_t\frac{df}{dt}=R_n-R_p. \label{ode}
\end{equation}

In thermal equilibrium (subscript $e$) each exchange must balance separately. Hence $n_1=n_e(1-f_e)/f_e$ and $p_1=p_ef_e/(1-f_e)$, and their product is
\begin{equation}
n_1p_1=n_ep_e=n_i^2. \label{db}
\end{equation}

Define $Q=p-n-N_tf$. Equations \eqref{ode} give $dQ/dt=-R_p+R_n-(R_n-R_p)=0$. For a donor trap, positive when empty, and fully ionized acceptors of density $N_A$, neutrality reads $p-n-N_A+N_t(1-f)=0$, so $Q=N_A-N_t$.

A stationary state needs $R_n=R_p=0$, that is,
\begin{equation}
f=\frac{n}{n+n_1}=\frac{p_1}{p+p_1}.
\end{equation}
Cross-multiplying, $np+np_1=np_1+n_1p_1$, so $np=n_1p_1=n_i^2$. Inserting this in the charge gives
\[
Q=\frac{n_i^2}{n}-n-\frac{N_tn}{n+n_1}.
\]
The right side falls strictly from $+\infty$ to $-\infty$ as $n$ grows from zero. Each $Q$ therefore has one equilibrium.

The mass-action law enters through \eqref{db} alone. With $n_1$ doubled and $p_1$ unchanged, the integration settles at $np=2.000\,n_i^2$, with charge and bounds intact. Those two checks cannot detect a wrong emission constant. The final product $np$ can, unless errors in $n_1$ and $p_1$ cancel in their product; the final occupancy must then be compared as well.

\section{One implicit step has one admissible solution}

Let $n,p,f$ be the old values, with $n,p>0$ and $0<f<1$. Primes mark new densities, $F$ is the new occupancy, and $a=hc_nN_t$, $b=hc_pN_t$. Backward Euler evaluates the rates at the new state:
\begin{align}
n'&=n-a[n'(1-F)-n_1F],\\
p'&=p-b[p'F-p_1(1-F)].
\end{align}
For given $F$ each equation is linear in its own density:
\begin{equation}
n'=\frac{n+an_1F}{1+a(1-F)},\qquad
p'=\frac{p+bp_1(1-F)}{1+bF}. \label{np}
\end{equation}
Both are positive for $0\le F\le1$. Since $n-n'=hR_n$ and $p-p'=hR_p$ at the new state, the trap equation becomes $G(F)=0$ with
\begin{equation}
G(F)=(n-n')-(p-p')-N_t(F-f). \label{G}
\end{equation}

As $F$ increases, the numerator of $n'$ grows and its denominator shrinks, so $n'$ rises. For $p'$ the reverse holds, so $p'$ falls. All three $F$-dependent terms $-n'$, $+p'$ and $-N_tF$ therefore decrease, and $G$ is strictly decreasing. Subtracting \eqref{np} from the old densities gives
\begin{align}
n-n'&=\frac{a[n(1-F)-n_1F]}{1+a(1-F)}, &
p-p'&=\frac{b[pF-p_1(1-F)]}{1+bF}, \label{loss}
\end{align}
from which the end values follow:
\begin{align}
G(0)&=\frac{an}{1+a}+bp_1+N_tf>0,\\
G(1)&=-an_1-\frac{bp}{1+b}-N_t(1-f)<0.
\end{align}
There is exactly one root in $(0,1)$, whatever the value of $h>0$. Rearranged, $G=0$ says $p'-n'-N_tF=p-n-N_tf$: charge is conserved, apart from rounding. A bracketing root finder on $[0,1]$ cannot leave the admissible range. The bracket matters: $G$ has poles at $F=-1/b$ and $F=1+1/a$, and beyond each pole lies a further real root with a negative density. For a step of 100 $\mu$s from the flash state of the silicon example the three roots are $F=0.827$, $1.079$ and $-1.0\times10^4$.

The original three equations were tested on 500 random steps, with $n$ and $p$ between $10^2$ and $10^{18}$ cm$^{-3}$, $N_t$ between $10^{10}$ and $10^{17}$ cm$^{-3}$, and $h$ between $10^{-14}$ and $10^4$ s. The largest residual was $2.0\times10^{-16}$ relative to the gross terms of the equation, and the largest charge defect $2.4\times10^{-16}$ relative to the densities involved.

\section{Relaxation for every step size}

Admissible values could still circulate without settling. The free energy density, divided by $k_BT$ and measured from equilibrium, excludes this:
\begin{align}
\Phi={}&\sum_{x=n,p}\left[x\ln\frac{x}{x_e}-x+x_e\right]\nonumber\\
&+N_t\left[f\ln\frac{f}{f_e}+(1-f)\ln\frac{1-f}{1-f_e}\right].
\end{align}
It is convex and non-negative. A convex function lies above its tangent plane at the new state, so
\begin{equation}
\Phi'-\Phi\le \ln\frac{n'}{n_e}(n'-n)+\ln\frac{p'}{p_e}(p'-p)+N_t\ell\,(F-f),
\end{equation}
where $\ell=\ln\{F(1-f_e)/[(1-F)f_e]\}$ comes from differentiating the trap term. Insert $n'-n=-hR_n$, $p'-p=-hR_p$ and $N_t(F-f)=h(R_n-R_p)$, and collect the two rates:
\[
\Phi'-\Phi\le-hR_n\Big[\ln\frac{n'}{n_e}-\ell\Big]-hR_p\Big[\ln\frac{p'}{p_e}+\ell\Big].
\]
The definitions of $n_1$ and $p_1$ turn the brackets into ratios of capture to emission:
\begin{equation}
\Phi'-\Phi\le-h\left[R_n\ln\frac{n'(1-F)}{n_1F}+R_p\ln\frac{p'F}{p_1(1-F)}\right]\equiv-hD. \label{decay}
\end{equation}
Each term of $D$ is a positive constant times $(x-y)\ln(x/y)$, which is never negative. Thus $\Phi$ cannot rise.

Now repeat the step with all $h\ge h_{\min}>0$. Summing \eqref{decay} and using $\Phi\ge0$ shows that $\sum D$ is finite, so $D\to0$. The bound on $\Phi$ also bounds $n$ and $p$, so every subsequence of states has a convergent subsequence. Its limit cannot lie on the boundary:
\begin{itemize}
\item If $f\to0$, then $pf\to0$ while $p_1(1-f)\to p_1>0$, and the hole term of $D$ diverges.
\item If $f\to1$, then $n(1-f)\to0$ while $n_1f\to n_1>0$, and the electron term diverges.
\item If $f$ stays inside and $n\to0$ or $p\to0$, capture vanishes while emission does not, and $D$ diverges again.
\end{itemize}
The limit is therefore interior, has $D=0$, and so has $R_n=R_p=0$. It is the equilibrium with the conserved $Q$, which is unique. Every convergent subsequence has this limit, so the whole sequence converges to it.

The proof covers one level with constant coefficients and no illumination. Steady light removes the equilibrium, and a direct recombination term couples $n'$ to $p'$, so that \eqref{np} no longer holds.

\section{Rounding and truncation errors}

\subsection{Small quantities beside large ones}

Double-precision numbers just below one are spaced by $1.1\times10^{-16}$. If $1-F=10^{-10}$ is formed by subtraction from $F$, it carries a relative error of order $10^{-6}$, which passes directly into $n'\approx n_1F/(1-F)$ at large $a$. The sign of $G(1/2)$ tells which of $F$ and $1-F$ is smaller. That one is taken as the unknown, and both are stored. For $F>1/2$ the trap term is computed as $N_t[(1-f)-(1-F)]$, and the losses from \eqref{loss}, not from differences of densities.

The minority density must come from \eqref{np}, not from the charge balance. In the silicon run below, accumulated rounding moves $Q$ by up to 290 cm$^{-3}$. That is $2.9\times10^{-14}$ of $p$, but 3\% of the equilibrium electron density.

\subsection{Step control and global error}

Let $y$ be a component that varies smoothly over a step. Expanding backwards from the end of the step,
\[
y(t)=y(t-h)+h\dot y(t)-\tfrac12h^2\ddot y+O(h^3).
\]
Backward Euler omits the third term, so its result is too large by $\tfrac12h^2\ddot y$ at leading order. Two half steps err by $2\times\tfrac12(h/2)^2\ddot y=\tfrac14h^2\ddot y$. The full-step result minus the half-step result is then also $\tfrac14h^2\ddot y$, which estimates the error of the latter. The half-step result is kept. Extrapolation would raise the order, but a difference of admissible states need not be admissible.

A step is accepted if the relative estimate for each of $n,p,f,1-f$ is at most $\varepsilon$, and the next step aims at $0.81\,\varepsilon$. Since the local error scales as $h^2$ and the number of steps as $1/h$, the global error scales as $h\propto\sqrt\varepsilon$.

For an exponential decay at rate $r$ the relative estimate is $(rh)^2/4$. Setting it to $0.81\,\varepsilon$ gives $rh=1.8\sqrt\varepsilon$. One e-fold takes $1/(rh)$ steps, so the relative error grows by
\begin{equation}
\frac{rh}{4}=0.45\sqrt{\varepsilon}\quad\text{per e-fold}. \label{efold}
\end{equation}

\section{The quasi-steady limit}

When traps respond much faster than the densities change, $R_n\approx R_p$. Solving this equality for $f$ gives
\begin{equation}
f=\frac{c_nn+c_pp_1}{\Lambda},\qquad \Lambda=c_n(n+n_1)+c_p(p+p_1),
\end{equation}
and $1-f=(c_nn_1+c_pp)/\Lambda$. In $R_n$ the terms $c_nnn_1$ cancel, leaving the Shockley--Read--Hall rate
\begin{equation}
U=\frac{c_nc_pN_t(np-n_1p_1)}{\Lambda}
=\frac{np-n_i^2}{\tau_p(n+n_1)+\tau_n(p+p_1)}, \label{srh}
\end{equation}
with $\tau_n=1/(c_nN_t)$ and $\tau_p=1/(c_pN_t)$.

Two limits matter here. If $c_nn\gg c_pp$, and $n_1$, $p_1$ and $n_i^2/p$ are negligible, then $U\to c_pN_tp$. The traps are nearly full and wait for holes. In the example below $n$ is less than a tenth of $p$, so $p$ changes little during the decay, and $n$ falls almost linearly in time as long as the traps stay nearly full. If instead $n$ is small enough that $p\approx p_e$ and $f\approx f_e$, the electron equation gives
\begin{equation}
\frac{d(n-n_e)}{dt}\approx-c_nN_t(1-f_e)(n-n_e), \label{tail}
\end{equation}
provided the small excess occupancy re-emits few electrons. In the example emission has the rate $c_nn_1=6.5$ s$^{-1}$ per filled trap, against a trap relaxation rate of $1.12\times10^7$ s$^{-1}$, so it does.

\section{Interstitial iron in p-type silicon}

Take $T=300$ K, $N_A=10^{16}$ cm$^{-3}$, $N_t=10^{12}$ cm$^{-3}$ and $n_i=10^{10}$ cm$^{-3}$. The effective trap level, which absorbs degeneracy factors, lies 0.38 eV above the valence band. Cross sections of $4\times10^{-14}$ cm$^2$ (electrons) and $7\times10^{-17}$ cm$^2$ (holes), times thermal velocities of $2.0\times10^7$ and $1.6\times10^7$ cm/s, give $c_n=8.0\times10^{-7}$ and $c_p=1.12\times10^{-9}$ cm$^3$/s. With a valence-band density of states $N_v=3\times10^{19}$ cm$^{-3}$,
\[
p_1=N_ve^{-0.38/0.02585}=1.24\times10^{13}\ \mathrm{cm^{-3}},\qquad
n_1=\frac{n_i^2}{p_1}=8.06\times10^{6}\ \mathrm{cm^{-3}}.
\]
The flash adds $10^{15}$ pairs per cm$^3$ to equilibrium. With $\varepsilon=10^{-6}$ the method gives the values below; $n_{\rm ref}$ comes from a high-order implicit solver in the variables $\ln n$ and $\ln[f/(1-f)]$.

\begin{center}
\begin{tabular}{rlll}
$t$ ($\mu$s) & $n$ (cm$^{-3}$) & $n_{\rm ref}$ (cm$^{-3}$) & $f$\\
0.01 & $9.989\times10^{14}$ & $9.989\times10^{14}$ & 0.985\\
40 & $5.267\times10^{14}$ & $5.266\times10^{14}$ & 0.973\\
80 & $9.052\times10^{13}$ & $9.042\times10^{13}$ & 0.865\\
100 & $6.876\times10^{9}$ & $6.786\times10^{9}$ & 0.00177\\
110 & $2.349\times10^{6}$ & $2.310\times10^{6}$ & 0.00124\\
1000 & $1.000\times10^{4}$ & $1.000\times10^{4}$ & 0.00124
\end{tabular}
\end{center}

The fall from $9\times10^{14}$ to $10^{14}$ cm$^{-3}$ takes 70.8 $\mu$s, both in the full kinetics and by integrating $dn/U$. The low-injection lifetime $\tau_n=1.25\ \mu$s would suggest $\tau_n\ln9=2.7\ \mu$s, because it ignores trap saturation. In the tail the decay rate of the reference solution and \eqref{tail} agree at $7.99\times10^5$ s$^{-1}$.

\paragraph{Reading the error.} From 100 to 110 $\mu$s the relative error of $n$ grows from 1.34\% to 1.70\%. The density falls by $\ln(6.786\times10^9/2.310\times10^6)=8.0$ e-folds, and \eqref{efold} predicts $8.0\times0.045\%=0.36\%$, as found. Much of the earlier error is a delay inherited from the plateau. At 80 $\mu$s the excess is $1.0\times10^{11}$ cm$^{-3}$, and $n$ falls at about $c_pN_tpf=9.8\times10^{18}$ cm$^{-3}$s$^{-1}$. The computed curve is thus about 0.010 $\mu$s late, which the exponential tail turns into 0.8\%. Raising $\varepsilon$ fourfold increases the error at 100 $\mu$s by a factor of 2.08, against the predicted 2.

\paragraph{Admissible is not accurate.} A single step of 1 s from the flash state returns $n=1.25\times10^9$ cm$^{-3}$: positive, charge-conserving and a hundred thousand times too large. The reason is $n-n'=hR_n$. Removing $10^{15}$ cm$^{-3}$ in one step of 1 s requires a final rate of $10^{15}$ cm$^{-3}$s$^{-1}$, hence $n'\approx10^{15}/(7.99\times10^5)$. The second step gives $1.16\times10^4$ and the third $1.00\times10^4$ cm$^{-3}$. Large steps find the equilibrium; error control is needed for the path.

The controlled run reaches 1 s in 16\,914 accepted steps of three implicit solutions each. Nearly all of them fall in the first 150 $\mu$s, by which time equilibrium is reached. Over that interval the implicit method saves nothing at this accuracy: explicit Euler with $h\le1/\Lambda$ and a change of $n$ of at most 0.09\% per step needs about $6\times10^4$ steps, keeps $f$ below one and errs by 0.8\% at 110 $\mu$s. The gain comes afterwards: held to its stability limit $2/\Lambda$ with the equilibrium value $\Lambda=1.12\times10^7$ s$^{-1}$, explicit Euler would need about $5.6\times10^6$ steps to reach 1 s. The final $n$, $p$ and $f$ agree with a separate Fermi-level calculation to $7\times10^{-15}$, relative to each value.

\paragraph{The real material.} The parameters are rough typical values for iron-contaminated, boron-doped silicon. The duration of the plateau varies nearly as the inverse of the hole cross section, so an error in that value passes almost fully into it. The tail rate is in the same way proportional to the electron capture coefficient: an electron cross section of $1.3\times10^{-14}$ cm$^2$ would lower it to $2.6\times10^5$ s$^{-1}$ and lengthen the fall from 70.8 to 76.5 $\mu$s. Real wafers also recombine at their surfaces. For a 200 $\mu$m wafer with a well-passivated surface recombination velocity of 10 cm/s on both faces, this adds about $10^3$ s$^{-1}$ per electron, against $1.33\times10^4$ s$^{-1}$ through the traps at $n=9\times10^{14}$ cm$^{-3}$. Together with the smaller radiative and Auger rates it shortens the 70.8 $\mu$s fall by 4.7\%, to 67.5 $\mu$s. At 100 cm/s the surface would rival the traps at this density, and the model would fail for the early part of the fall. A temperature 1 K higher raises $n_i^2$, and with it the final electron density, by about 18\%; one 1 K lower reduces them by about 15\%. Finally, the iron must be isolated: it pairs with boron in roughly 2000 s at this doping, so the run describes a sample whose pairs have just been dissociated. The remaining estimates are in the numerical output.

\section*{Computed results}
\begin{verbatim}
random one-step cases: 500; worst relative charge defect 2.4e-16, equation residual 2.0e-16
T = 300 K, kT = 0.02585 eV, ni = 1.0e+10 cm^-3, Nv = 3.0e+19 cm^-3
NA = 1.0e+16, Nt = 1.0e+12, flash = 1.0e+15 cm^-3; trap level 0.38 eV above valence band
cross sections: electron 4.0e-14, hole 7.0e-17 cm^2
thermal velocities: electron 2.0e+07, hole 1.6e+07 cm/s
cn = 8.000e-07, cp = 1.120e-09 cm^3/s
n1 = 8.0649e+06, p1 = 1.2399e+13 cm^-3
tau_n = 1.250 us, tau_p = 892.9 us
equilibrium: EF = 0.20698 eV, n = 1.00010e+04, p = 9.99900e+15 cm^-3, f = 1.23853e-03
time (us) | n (cm^-3) | reference n (cm^-3) | f | reference f
    0.001 | 9.9945e+14 | 9.9945e+14 | 5.48074e-01 | 5.48182e-01
    0.010 | 9.9891e+14 | 9.9891e+14 | 9.84523e-01 | 9.84525e-01
    1.000 | 9.8691e+14 | 9.8691e+14 | 9.84654e-01 | 9.84654e-01
   40.000 | 5.2667e+14 | 5.2661e+14 | 9.72782e-01 | 9.72779e-01
   80.000 | 9.0522e+13 | 9.0420e+13 | 8.65181e-01 | 8.65051e-01
  100.000 | 6.8764e+09 | 6.7857e+09 | 1.76581e-03 | 1.75886e-03
  110.000 | 2.3494e+06 | 2.3102e+06 | 1.23871e-03 | 1.23871e-03
 1000.000 | 1.0001e+04 | 1.0001e+04 | 1.23853e-03 | 1.23853e-03
final at 1 s: n = 1.00010e+04, p = 9.99900e+15 cm^-3, f = 1.23853e-03
final n*p/ni^2 - 1 = -1.1e-16; largest relative distance from equilibrium 6.9e-15
occupancy range on accepted steps: 1.23853e-03 to 0.98482
largest charge drift: 290.0 cm^-3, relative to p 2.9e-14
step tolerance 1e-06: 16914 accepted steps to 1 s; largest relative error n 1.70e-02, f 3.95e-03
error of n at 100 us: 1.337e-02 at tolerance 1e-06, 2.782e-02 at 4e-06; ratio 2.081
accepted steps to 100 us at tolerance 4e-06: 4258
n from 9e+14 to 1e+14 cm^-3: full 70.820 us, quasi-steady 70.816 us
same fall with low-injection lifetime tau_n: 2.747 us
tail rate: full 7.9901e+05, formula 7.9901e+05 s^-1
trap relaxation rate: after flash 8.123e+08, at equilibrium 1.121e+07 s^-1
occupancy after one 1 us step: explicit 799.0, trapezoidal 1.964, implicit 0.98343
explicit steps for 1 s at the equilibrium stability limit: 5.61e+06
n after 1, 2, 3 implicit steps of 1 s: 1.2517e+09, 1.1568e+04, 1.0001e+04 cm^-3
n1 doubled against detailed balance: final n*p/ni^2 = 2.000000
rough inputs: B = 5e-15 cm^3/s, C = 1e-30 cm^6/s, S = 10 cm/s, wafer 200 um
rates per electron at n = 9e+14 cm^-3: trap 1.334e+04, surface 1.00e+03, radiative 5.45e+01, Auger 1.29e+02 s^-1
fall time with these channels added: 67.49 us (-4.7 %)
hole degeneracy correction 0.0128 %; flash heating 1.1e-04 K
change of ni^2 per kelvin: 16.5 %
iron-boron pairing time, rough: 2045 s (capture radius 4.76 nm)
\end{verbatim}
